# Mean and median recoil energies in screened ion collisions: a program that tests the result

```python
"""
Result under test: for recoil energy T(b) falling with impact parameter b,
the median recoil above a cutoff Tc is T(bc/sqrt(2)), where T(bc) = Tc, and
the mean is (2/bc^2) * integral of T(b) b db from 0 to bc.  For screened
collisions and a low cutoff the median is far below the mean.
Symbols: E ion energy, Tm largest recoil, M1,Z1 ion, M2,Z2 target atom,
u = (b/bc)^2 uniform between 0 and 1.  Energies in eV, lengths in nm,
masses in atomic mass units.  Example: Sb ions in a random Si target.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import k1

Z1, M1, Z2, M2 = 51, 121.76, 14, 28.085
E, Tc = 1.0e5, 15.0
lattice_constant = 0.543
temperature, debye_temperature = 300.0, 640.0   # the latter is rough
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9          # eV nm
a0 = const.physical_constants["Bohr radius"][0] * 1e9       # nm
strength = Z1 * Z2 * e2
gamma = 4 * M1 * M2 / (M1 + M2)**2
Tm = gamma * E
density = 8 / lattice_constant**3

# Screening: V(r) = strength/r * sum(c * exp(-kappa*r))
a_zbl = 0.8854 * a0 / (Z1**0.23 + Z2**0.23)
ZBL = (np.array([0.18175, 0.50986, 0.28022, 0.02817]),
       np.array([3.19980, 0.94229, 0.40290, 0.20162]) / a_zbl)
a_firsov = 0.8854 * a0 / (np.sqrt(Z1) + np.sqrt(Z2))**(2 / 3)
MOLIERE = (np.array([0.35, 0.55, 0.10]),
           np.array([0.3, 1.2, 6.0]) / a_firsov)


def potential(r, screen=ZBL):
    return strength / r * sum(c * np.exp(-k * r) for c, k in zip(*screen))


nodes, weights = np.polynomial.legendre.leggauss(100)
phi = (nodes + 1) * np.pi / 4
phi_weights = weights * np.pi / 4


def recoil(b, energy=E, screen=ZBL):
    """Recoil energy from the classical scattering integral."""
    b = np.atleast_1d(np.asarray(b, float))
    e_cm = energy * M2 / (M1 + M2)
    low = np.maximum(b, 1e-9)
    high = b + strength / e_cm * 1.001 + 1e-9
    for _ in range(60):                      # distance of closest approach
        mid = (low + high) / 2
        outside = 1 - potential(mid, screen) / e_cm - (b / mid)**2 > 0
        high = np.where(outside, mid, high)
        low = np.where(outside, low, mid)
    r0 = high
    x = np.sin(phi)[None, :]
    ratio = (b / r0)[:, None]
    root = 1 - potential(r0[:, None] / x, screen) / e_cm - (ratio * x)**2
    integrand = 1 - ratio * np.cos(phi) / np.sqrt(root)
    theta = 2 * integrand @ phi_weights
    return gamma * energy * np.sin(theta / 2)**2


def impact_for(T, energy=E, screen=ZBL):
    return brentq(lambda b: np.log(recoil(b, energy, screen)[0] / T),
                  1e-4, 0.4, xtol=1e-13)


gl_x, gl_w = np.polynomial.legendre.leggauss(200)


def area_moment(b_max, power=1, energy=E, screen=ZBL):
    """Integral of T^power * 2 pi b db from 0 to b_max."""
    b = (gl_x + 1) * b_max / 2
    T = recoil(b, energy, screen)
    return np.sum(gl_w * b_max / 2 * 2 * np.pi * b * T**power)


def median_and_mean(cutoff, energy=E, screen=ZBL):
    b_cut = impact_for(cutoff, energy, screen)
    median = recoil(b_cut / np.sqrt(2), energy, screen)[0]
    mean = area_moment(b_cut, 1, energy, screen) / (np.pi * b_cut**2)
    return b_cut, median, mean


bc, median, mean = median_and_mean(Tc)
b_med = bc / np.sqrt(2)
sigma = np.pi * bc**2


# Test: scattering integral against Newton's equations for both bodies.
def newton_recoil(b):
    speed, start = np.sqrt(2 * E / M1), 1.2

    def motion(t, y):
        d = y[0:2] - y[2:4]
        r = np.hypot(*d)
        c, k = ZBL
        force = strength * np.sum(c * np.exp(-k * r) * (1 / r**2 + k / r))
        push = force * d / r
        return np.concatenate([y[4:8], push / M1, -push / M2])

    y0 = [-start, b, 0, 0, speed, 0, 0, 0]
    run = solve_ivp(motion, (0, 2.5 * start / speed), y0, method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=0.01 / speed)
    return 0.5 * M2 * np.sum(run.y[6:8, -1]**2)


newton_error = max(abs(newton_recoil(b) / recoil(b)[0] - 1)
                   for b in (0.01, b_med, bc))
assert newton_error < 1e-4

# Test: median and mean by counting aim points on a square lattice.
# One per cent allows for the ragged edge of the disc on the lattice.
side = (np.arange(250) + 0.5) / 250
aim = np.hypot(*np.meshgrid(side, side)).ravel()
hits = recoil(aim * 1.1 * bc)
hits = hits[hits > Tc]
lattice_median, lattice_mean = np.median(hits), np.mean(hits)
assert abs(lattice_median / median - 1) < 0.01
assert abs(lattice_mean / mean - 1) < 0.01

# Test: T falls with b, and the pairing condition for mean >= median holds.
assert np.all(np.diff(recoil(np.linspace(0, bc, 400))) < 0)
u = np.linspace(0.005, 0.495, 99)
assert np.all(recoil(bc * np.sqrt(u)) + recoil(bc * np.sqrt(1 - u))
              > 2 * median)

# Test: hard spheres (unit contact distance), impulse along the centre line.
reduced_mass, speed = M1 * M2 / (M1 + M2), np.sqrt(2 * E / M1)
normal_speed = speed * np.cos(np.arcsin(aim[aim < 1]))
hard = (2 * reduced_mass * normal_speed)**2 / (2 * M2)
hard = hard[hard > 0.1 * Tm]
assert abs(np.mean(hard) / (0.55 * Tm) - 1) < 0.01
assert abs(np.median(hard) / (0.55 * Tm) - 1) < 0.01


# Test: impulse approximation approaches the full result at high energy.
def impulse_recoil(b, energy=E):
    c, k = ZBL
    return M1 / M2 * strength**2 * np.sum(c * k * k1(k * b))**2 / energy


assert abs(impulse_recoil(bc, 1e7) / recoil(bc, 1e7)[0] - 1) < 0.01

# Test: transverse impulse of V ~ r^-s makes T fall as b^(-2s).
for s in (2, 3):
    kick = [quad(lambda z: s * b / (b * b + z * z)**(s / 2 + 1),
                 -np.inf, np.inf)[0] for b in (1.0, 2.0)]
    assert abs((kick[1] / kick[0])**2 * 4**s - 1) < 1e-6


# Test: power-law median and mean against integrals over the spectrum.
def power_median(m):
    return ((Tc**-m + Tm**-m) / 2)**(-1 / m)


def power_mean(m):
    return (m / (1 - m) * (Tm**(1 - m) - Tc**(1 - m))
            / (Tc**-m - Tm**-m))


for m in (0.3, 0.5):
    def spectrum_integral(p, top):
        return quad(lambda q: np.exp((p - m) * q),
                    np.log(Tc), np.log(top))[0]
    total = spectrum_integral(0, Tm)
    assert abs(spectrum_integral(0, power_median(m)) / total - 0.5) < 1e-6
    assert abs(spectrum_integral(1, Tm) / total / power_mean(m) - 1) < 1e-6
assert abs(power_mean(0.5) / np.sqrt(Tc * Tm) - 1) < 1e-10

# Test: nuclear stopping against the published fit for this potential.
# Five per cent allows for the accuracy of the fit.
stopping = area_moment(0.3)
eps = a_zbl * M2 * E / (strength * (M1 + M2))
fit = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)))
fit_stopping = np.pi * a_zbl**2 * Tm / eps * fit
assert abs(stopping / fit_stopping - 1) < 0.05

# Where the recoils are and where the energy is.
b_mean = impact_for(mean)
counted_energy = area_moment(bc)
share_number = (b_mean / bc)**2
share_energy = area_moment(b_mean) / counted_energy
b_energy = brentq(lambda b: area_moment(b) / counted_energy - 0.5,
                  1e-4, bc)
energy_median = recoil(b_energy)[0]
spread = np.sqrt(area_moment(bc, 2) / sigma - mean**2)
assert abs(np.mean(hits > mean) - share_number) < 0.005
assert abs(hits[hits > mean].sum() / hits.sum() - share_energy) < 0.01
assert abs(hits[hits > energy_median].sum() / hits.sum() - 0.5) < 0.01

# Averages over n independent collisions at the same ion energy.
rng = np.random.default_rng(7)
u_grid = np.linspace(0, 1, 20001)
T_grid = recoil(bc * np.sqrt(u_grid))
average_median = {}
for n in (10, 100):
    averages = np.interp(rng.random((20000, n)), u_grid, T_grid).mean(axis=1)
    average_median[n] = np.median(averages)
    # Four per cent allows for the sampling error of the spread.
    assert abs(averages.std() * np.sqrt(n) / spread - 1) < 0.04
assert median < average_median[10] < average_median[100] < 1.02 * mean

# Dependence on cutoff and on ion energy.
cutoffs = (5.0, 15.0, 30.0, 500.0, 5000.0, 20000.0)
cutoff_scan = [median_and_mean(t) for t in cutoffs]
ratios = [row[2] / row[1] for row in cutoff_scan]
assert np.all(np.diff(ratios) < 0)
energies = (1.0e4, 3.0e4)
energy_scan = [median_and_mean(Tc, en) for en in energies]


def local_exponent(b):
    h = 1e-3
    slope = np.log(recoil(b * (1 + h))[0] / recoil(b * (1 - h))[0])
    return -2 * np.log((1 + h) / (1 - h)) / slope


# Sizes of neglected effects.
_, median_mol, mean_mol = median_and_mean(Tc, E, MOLIERE)
v_ratio = np.sqrt(2 * E * const.e / (M1 * const.atomic_mass)) / (
    const.alpha * const.c)
electronic = (8 * np.pi * e2 * a0 * Z1**(7 / 6) * Z2
              / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * v_ratio)
free_path = 1 / (density * sigma)
path_loss = density * free_path * (stopping + electronic) / E
k_debye = const.k * debye_temperature / const.e
k_room = const.k * temperature / const.e
mode_energy = quad(lambda y: 3 * y**2 * k_debye * y / 2
                   / np.tanh(k_debye * y / (2 * k_room)), 1e-9, 1)[0]
thermal_cut = np.sqrt(2 * Tc * mode_energy)
thermal_median = np.sqrt(2 * median * mode_energy)
half_neighbour = np.sqrt(3) / 8 * lattice_constant
assert bc < half_neighbour
action = (np.sqrt(2 * M2 * const.atomic_mass * Tc * const.e)
          * bc * 1e-9 / const.hbar)
assert action > 10

# Open <110> channel: point farthest from all atomic rows.
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
cell = np.vstack([fcc, fcc + 0.25])
shifts = np.array(np.meshgrid(*[range(-2, 3)] * 3)).reshape(3, -1).T
atoms = (cell[None] + shifts[:, None]).reshape(-1, 3) * lattice_constant
rows = np.column_stack([(atoms[:, 0] - atoms[:, 1]) / np.sqrt(2),
                        atoms[:, 2]])
rows = np.unique(np.round(rows, 8), axis=0)
gx, gy = np.meshgrid(np.linspace(0, lattice_constant / np.sqrt(2), 81),
                     np.linspace(0, lattice_constant, 81))
gaps = np.hypot(gx.ravel()[:, None] - rows[:, 0],
                gy.ravel()[:, None] - rows[:, 1]).min(axis=1)
channel_radius = gaps.max()
channel_recoil = recoil(channel_radius)[0]
assert channel_recoil < Tc

print(f"Ion Sb: Z1 = {Z1}, M1 = {M1} u; atom Si: Z2 = {Z2}, M2 = {M2} u")
print(f"Ion energy E = {E/1e3:.0f} keV; cutoff Tc = {Tc:.0f} eV")
print(f"Z1 Z2 e^2 = {strength:.1f} eV nm; ZBL length = {a_zbl:.5f} nm")
print(f"Centre-of-mass energy = {E*M2/(M1+M2)/1e3:.2f} keV")
print(f"Largest recoil Tm = {Tm/1e3:.2f} keV; Tm/E = {gamma:.4f}")
print(f"Cutoff impact parameter bc = {bc:.5f} nm")
print(f"Median impact parameter bc/sqrt2 = {b_med:.5f} nm")
print(f"Median recoil = {median:.1f} eV")
print(f"Mean recoil = {mean:.1f} eV; mean/median = {mean/median:.2f}")
print(f"Aim-point count: median {lattice_median:.1f}, "
      f"mean {lattice_mean:.1f} eV")
print(f"Newton vs integral, largest rel. error = {newton_error:.1e}")
print(f"Cross section above Tc = {sigma:.5f} nm^2")
print(f"Si density = {density:.2f} nm^-3; free path = {free_path:.3f} nm")
print(f"Fraction of recoils above mean = {100*share_number:.1f} %")
print(f"Energy they carry = {100*share_energy:.1f} %")
print(f"Energy-weighted median = {energy_median/1e3:.2f} keV")
print(f"Standard deviation of recoil = {spread:.0f} eV")
print(f"Standard deviation/mean = {spread/mean:.2f}")
for n, value in average_median.items():
    print(f"Median of average over {n} recoils = {value:.0f} eV")
print(f"Impulse recoil at bc = {impulse_recoil(bc):.2f} eV")
print(f"Impulse recoil at bc/sqrt2 = {impulse_recoil(b_med):.1f} eV")
print(f"Local exponent m: at bc {local_exponent(bc):.3f}, "
      f"at median {local_exponent(b_med):.3f}")
for m in (0.3, 0.5):
    print(f"Power law m={m}: median {power_median(m):.1f}, "
          f"mean {power_mean(m):.1f} eV")
print(f"Nuclear stopping: integral {stopping:.2f}, "
      f"fit {fit_stopping:.2f} eV nm^2")
print(f"Nuclear stopping per length = {density*stopping:.0f} eV/nm")
print(f"Stopping share of T > Tc = {100*counted_energy/stopping:.2f} %")
for cut, row in zip(cutoffs, cutoff_scan):
    print(f"Tc {cut:.0f} eV: bc {row[0]:.4f} nm, median {row[1]:.1f}, "
          f"mean {row[2]:.1f} eV, ratio {row[2]/row[1]:.2f}")
for en, row in zip(energies, energy_scan):
    print(f"E {en/1e3:.0f} keV, Tc 15 eV: median {row[1]:.1f}, "
          f"mean {row[2]:.1f} eV, ratio {row[2]/row[1]:.2f}")
print(f"Moliere-Firsov: median {median_mol:.1f}, mean {mean_mol:.1f} eV, "
      f"ratio {mean_mol/median_mol:.2f}")
print(f"Electronic stopping (rough) = {electronic:.2f} eV nm^2")
print(f"Electronic/nuclear stopping = {100*electronic/stopping:.1f} %")
print(f"Energy lost per free path = {100*path_loss:.2f} % of E")
print(f"Temperature {temperature:.0f} K; rough Debye temperature "
      f"{debye_temperature:.0f} K")
print(f"Thermal recoil spread: {thermal_cut:.2f} eV at Tc, "
      f"{thermal_median:.2f} eV at median")
print(f"Half neighbour distance = {half_neighbour:.4f} nm")
print(f"Momentum transfer * bc / hbar at Tc = {action:.0f}")
print(f"<110> channel: centre-to-row distance {channel_radius:.4f} nm, "
      f"recoil {channel_recoil:.4f} eV")
print("all good")
```

Output:

```
Ion Sb: Z1 = 51, M1 = 121.76 u; atom Si: Z2 = 14, M2 = 28.085 u
Ion energy E = 100 keV; cutoff Tc = 15 eV
Z1 Z2 e^2 = 1028.1 eV nm; ZBL length = 0.01088 nm
Centre-of-mass energy = 18.74 keV
Largest recoil Tm = 60.92 keV; Tm/E = 0.6092
Cutoff impact parameter bc = 0.08079 nm
Median impact parameter bc/sqrt2 = 0.05713 nm
Median recoil = 119.8 eV
Mean recoil = 1915.8 eV; mean/median = 15.99
Aim-point count: median 119.9, mean 1916.0 eV
Newton vs integral, largest rel. error = 1.6e-10
Cross section above Tc = 0.02051 nm^2
Si density = 49.97 nm^-3; free path = 0.976 nm
Fraction of recoils above mean = 15.0 %
Energy they carry = 88.9 %
Energy-weighted median = 18.25 keV
Standard deviation of recoil = 6240 eV
Standard deviation/mean = 3.26
Median of average over 10 recoils = 1161 eV
Median of average over 100 recoils = 1867 eV
Impulse recoil at bc = 15.78 eV
Impulse recoil at bc/sqrt2 = 136.1 eV
Local exponent m: at bc 0.304, at median 0.367
Power law m=0.3: median 116.0, mean 2346.2 eV
Power law m=0.5: median 58.2, mean 955.9 eV
Nuclear stopping: integral 39.40, fit 39.43 eV nm^2
Nuclear stopping per length = 1969 eV/nm
Stopping share of T > Tc = 99.70 %
Tc 5 eV: bc 0.0947 nm, median 48.4, mean 1395.4 eV, ratio 28.84
Tc 15 eV: bc 0.0808 nm, median 119.8, mean 1915.8 eV, ratio 15.99
Tc 30 eV: bc 0.0725 nm, median 212.8, mean 2374.7 eV, ratio 11.16
Tc 500 eV: bc 0.0430 nm, median 2119.6, mean 6476.1 eV, ratio 3.06
Tc 5000 eV: bc 0.0236 nm, median 12370.0, mean 17626.9 eV, ratio 1.42
Tc 20000 eV: bc 0.0130 nm, median 32155.6, mean 34759.5 eV, ratio 1.08
E 10 keV, Tc 15 eV: median 131.7, mean 639.9 eV, ratio 4.86
E 30 keV, Tc 15 eV: median 130.6, mean 1143.0 eV, ratio 8.75
Moliere-Firsov: median 110.8, mean 1560.3 eV, ratio 14.08
Electronic stopping (rough) = 5.54 eV nm^2
Electronic/nuclear stopping = 14.1 %
Energy lost per free path = 2.19 % of E
Temperature 300 K; rough Debye temperature 640 K
Thermal recoil spread: 0.97 eV at Tc, 2.75 eV at median
Half neighbour distance = 0.1176 nm
Momentum transfer * bc / hbar at Tc = 363
<110> channel: centre-to-row distance 0.2036 nm, recoil 0.0056 eV
all good
```
